# Complete freezing of the zero-field KDP six-vertex model

## Result

The KDP six-vertex model places one arrow on every edge of a square lattice, with two arrows pointing in and two pointing out at every vertex. Let the two ferroelectric vertices have energy zero and the other four energy \(\epsilon>0\). In zero field the model freezes at

\[
kT_c\ln 2=\epsilon .
\]

Below \(T_c\) the energy and entropy per vertex vanish in the large-lattice limit, and an arbitrarily small field produces full polarization. Above \(T_c\) the free energy lies strictly below that of the frozen state. The proof sums the vertex weights one at a time and uses a probability rule that holds at \(T_c\), together with convexity.

## Model and conventions

Take \(M\) rows and \(N\) columns of vertices. The edges on the boundary are free: their arrows are summed over. The ferroelectric vertices have all four arrows pointing right or up, or all four pointing left or down. The remaining four are called mixed, and \(K\) is their number in a configuration. With \(\beta=1/kT\),

\[
Z=\sum_{\text{configurations}}e^{-\beta\epsilon K},\qquad
\phi=\lim_{M,N\to\infty}\frac{\ln Z}{MN},
\]

so the free energy per vertex is \(-kT\phi\). It is convenient to use

\[
x=\ln2-\beta\epsilon,\qquad e^{-\beta\epsilon}=\tfrac12e^x .
\]

The claimed transition is at \(x=0\); lower temperatures have \(x<0\). In the algebra energies are in hartree and \(k\) is in hartree per kelvin.

The limit exists. If a rectangle is cut into parts \(A\) and \(B\), each of its configurations gives one configuration of each part, and the weights multiply. The parts need not agree on the cut edges, so \(Z(A\cup B)\le Z(A)Z(B)\). Now tile a large rectangle with \(m\times n\) blocks. The leftover vertices form a strip of negligible area, and each contributes at most a fixed factor. Hence the upper limit of \(\ln Z/(MN)\) is at most \(\ln Z(m,n)/(mn)\) for every \(m,n\). The upper limit therefore cannot exceed the lower limit, and the two coincide.

## Arrows as lines

Draw a line on an edge if its arrow points left or down, and leave the edge empty otherwise. Let \(n=1\) denote a line and \(n=0\) an empty edge. At a vertex the incoming arrows are a right arrow on the left edge, an up arrow on the bottom edge, a left arrow on the right edge and a down arrow on the top edge. Their number must be two:

\[
(1-n_{\rm left})+(1-n_{\rm bottom})+n_{\rm right}+n_{\rm top}=2,
\]

which gives

\[
n_{\rm left}+n_{\rm bottom}=n_{\rm right}+n_{\rm top}.
\]

Lines are conserved from lower left to upper right. Call the left and bottom edges inputs and the other two outputs. The possibilities are:

- Inputs \(00\) give outputs \(00\), with weight 1.
- Inputs \(11\) give outputs \(11\), with weight 1.
- Inputs \(10\) or \(01\) give outputs \(10\) or \(01\), each with weight \(e^{-\beta\epsilon}\).

An isolated line cannot end inside the lattice, and at each vertex it has two ways to continue. A line of \(\ell\) vertices thus costs energy \(\ell\epsilon\) and has \(2^\ell\) routes if the edges do not interfere. Its free energy is \(\ell(\epsilon-kT\ln2)\), which changes sign at \(T_c\). This is a heuristic, because lines can share vertices. The next argument treats any number of lines.

## The frozen side

Fix the \(M+N\) inputs on the left and bottom boundaries. Sum first over the outputs of the upper right vertex, then work backwards along the rows. For given inputs, the output sum at one vertex is

\[
1\quad\text{(equal inputs)},\qquad
2e^{-\beta\epsilon}=e^x\quad\text{(unequal inputs)}.
\]

Either value is at most \(\max(1,e^x)\), whatever the inputs. The bound can therefore be taken out of the sum before the preceding vertex is treated. After \(MN\) vertices, \(2^{M+N}\) choices of boundary inputs remain:

\[
2\le Z\le 2^{M+N}\max(1,e^x)^{MN}. \tag{1}
\]

The lower bound comes from the two fully ferroelectric configurations. For \(x\le0\), division of the logarithm by \(MN\) gives

\[
0\le\frac{\ln Z}{MN}\le\frac{(M+N)\ln2}{MN}\to0,
\]

so \(\phi=0\) throughout \(T\le T_c\). For \(x>0\), (1) gives \(\phi\le x\).

**How many mixed vertices survive.** Let \(g_K\) be the number of configurations with \(K\) mixed vertices. Then

\[
Z(x)=\sum_K g_K e^{K(x-\ln2)},\qquad
\frac{d\ln Z}{dx}=\langle K\rangle,\qquad
\frac{d^2\ln Z}{dx^2}=\langle K^2\rangle-\langle K\rangle^2\ge0 .
\]

Thus \(\ln Z\) is convex in \(x\). At \(x=0\) every output sum equals 1, so \(Z(0)=2^{M+N}\). As an illustration, a \(2\times3\) lattice has 374 allowed arrow patterns, found by enumeration, and their weights at \(T_c\) add to \(32=2^{5}\).

The slope of a convex function at \(x<0\) is at most the slope of the chord from \(x\) to 0. Using \(\ln Z(x)\ge\ln2\),

\[
\langle K\rangle\le\frac{\ln Z(0)-\ln Z(x)}{|x|}
\le\frac{(M+N-1)\ln2}{|x|}. \tag{2}
\]

The number of mixed vertices grows no faster than the perimeter, so their bulk fraction vanishes for \(T<T_c\). The energy is \(\epsilon\langle K\rangle\) and the entropy is \(S=k(\ln Z+\beta\epsilon\langle K\rangle)\). Both are at most of perimeter order, and both vanish per vertex. This is the sense of complete freezing: a finite sample with free edges keeps some excitations.

## The unfrozen side

An upper bound on \(\phi\) cannot show that freezing stops at \(T_c\). A lower bound is needed for \(x>0\).

At \(x=0\) the two outputs of a mixed vertex have weight \(1/2\) each, so the vertex rule is a probability rule. Let the boundary inputs be independent, each carrying a line with probability \(p\). The outputs of the first vertex then have probabilities

\[
P(00)=(1-p)^2,\qquad P(11)=p^2,\qquad
P(10)=P(01)=\tfrac12\,[2p(1-p)]=p(1-p).
\]

These are again the probabilities of two independent edges with line probability \(p\). The outputs depend on no other edges, so replacing the vertex's inputs by its outputs leaves the whole advancing front independent. By induction every vertex receives independent inputs and is mixed with probability \(2p(1-p)\).

For general \(x\), take \(p=1/2\), so that each set of boundary inputs has probability \(2^{-(M+N)}\). Writing \(E\) for the average under the \(x=0\) rule,

\[
Z=\sum_{\text{configurations}}2^{-K}e^{xK}
=2^{M+N}E\!\left[e^{xK}\right].
\]

The exponential is convex, so Jensen's inequality gives \(E[e^{xK}]\ge e^{xE[K]}\). Here \(E[K]=MN\cdot2\cdot\tfrac12\cdot\tfrac12=MN/2\), and therefore

\[
Z\ge2^{M+N}e^{xMN/2}.
\]

Together with (1),

\[
\frac x2\le\phi\le x\qquad(x>0). \tag{3}
\]

Since \(\phi=0\) for \(x\le0\) and \(\phi>0\) for \(x>0\), the freezing temperature is \(T_c=\epsilon/(k\ln2)\).

Free edges matter for the lower bound. If all left and bottom boundary edges are held empty, line conservation leaves the whole lattice empty and \(Z=1\) at every temperature.

## Energy and entropy at the transition

The energy per vertex is

\[
u=-\frac{\partial\phi}{\partial\beta}
=-\frac{d\phi}{dx}\frac{\partial x}{\partial\beta}
=\epsilon\frac{d\phi}{dx}.
\]

Below \(T_c\) it is zero. By (3) and \(\phi(0)=0\), the right-hand slope of \(\phi\) at \(x=0\) lies between \(1/2\) and 1. The transition is therefore first order, with

\[
\frac{\epsilon}{2}\le\Delta u\le\epsilon .
\]

The entropy per vertex is \(s=k(\phi+\beta u)\). At \(T_c\), \(\phi=0\) and \(\beta_c\epsilon=\ln2\), so

\[
\frac{k\ln2}{2}\le\Delta s\le k\ln2 .
\]

These are bounds; the latent heat itself is not determined here.

At \(T_c\) a finite lattice with free edges has \(\langle K\rangle=MN/2\), by the average above. This does not contradict freezing below \(T_c\). At \(x=0\) the probability rule preserves every line density \(p\), including the frozen values \(p=0\) and \(p=1\), and the sum over free edges weights all boundary inputs equally. A small field selects the frozen state, as follows.

## Polarization and the effect of a field

Let a field \(E_f\) act along the polarization axis, and let a ferroelectric vertex have dipole \(\pm d\) on that axis. The plus sign belongs to the empty vertex \(00\). A mixed vertex has two arrows of each kind, so its dipole on this axis is zero. With \(h=\beta dE_f\ge0\), the weights of inputs \(00\) and \(11\) become \(e^h\) and \(e^{-h}\), while the output sum for unequal inputs is still \(e^x\). The backward summation now gives

\[
hMN\le\ln Z\le(M+N)\ln2+MN\max(h,x), \tag{4}
\]

where the lower bound is the term with every vertex empty. Hence \(\phi=h\) whenever \(h\ge x\).

The polarization per vertex, in units of \(d\), is \(\partial\phi/\partial h\). It equals 1 for \(h>\max(x,0)\). Below \(T_c\), and at \(T_c\), this includes every positive \(h\), so the limit \(h\to0^+\) leaves polarization 1. Reversing the field and all arrows gives \(-1\).

Above \(T_c\) the condition \(h=x\) is a sharp boundary. To see this, use independent boundary inputs with line probability \(p\). The probability of any set of inputs is at most 1, so inserting it as a factor can only lower \(Z\). The mean dipole per vertex is \((1-p)^2-p^2=1-2p\), and Jensen's inequality gives

\[
\phi\ge h(1-2p)+2p(1-p)x=h+2p(x-h)-2xp^2 .
\]

For \(0\le h<x\), setting the \(p\)-derivative to zero gives \(2(x-h)-4xp=0\), or \(p=(x-h)/(2x)\). Substitution yields

\[
\phi\ge h+\frac{(x-h)^2}{x}-\frac{(x-h)^2}{2x}
=h+\frac{(x-h)^2}{2x}>h .
\]

The state is not frozen there. Multiplying \(h=x\) by \(kT\) gives the freezing line

\[
dE_f=kT\ln2-\epsilon=k(T-T_c)\ln2 . \tag{5}
\]

The spontaneous polarization above \(T_c\) can also be bounded. Since \(\phi\) is convex in \(h\), its slope at \(h\to0^+\) is at most the chord slope between \(h=0\) and \(h=x\):

\[
P_s\le\frac{\phi(h=x)-\phi(h=0)}{x}\le\frac{x-x/2}{x}=\frac12 .
\]

The polarization thus drops from 1 to at most \(1/2\) on heating through \(T_c\).

## Worked example

The model's transition is placed at \(T_c=122\) K, a value chosen to lie near the Curie temperature of potassium dihydrogen phosphate, roughly 120 K. Then \(kT_c=0.010513\) eV and

\[
\epsilon=0.010513\times0.6931=0.00729\ \text{eV}.
\]

This fits \(\epsilon\) to the Curie temperature; it does not predict that temperature. The energy jump is at least \(\epsilon/2=0.00364\) eV per vertex, or about 350 J/mol. The entropy jump is at least \((R/2)\ln2=2.88\) J/(mol K), where \(R\) is the gas constant. These are jumps of the model; the discontinuity measured in the crystal is several times smaller.

**Below the transition.** Exact summation, adding one vertex at a time, gives \(Z\) for small lattices. A central difference in \(x\) then gives \(\langle K\rangle\). At 60 K, where \(x=-0.716\):

| Lattice | \(\langle K\rangle\) | Mixed fraction | Bound (2) on \(\langle K\rangle\) |
|---|---:|---:|---:|
| \(4\times4\) | 2.33 | 0.146 | 6.8 |
| \(8\times8\) | 2.10 | 0.033 | 14.5 |
| \(12\times12\) | 2.08 | 0.014 | 22.3 |

For these three sizes the count stays between 2 and 2.4, although the bound grows with the perimeter.

For a square domain of edge 10 µm and a rough vertex spacing of 0.5 nm, there are 20,000 vertices per edge. At 115 K, \(x=-0.0422\), and (2) gives

\[
\frac{\langle K\rangle}{MN}\le
\frac{39{,}999\times0.6931}{0.0422\times(20{,}000)^2}
\approx0.0016 .
\]

Even 7 K below the transition, at most about 0.16% of the model's vertices are mixed. This bound needs the strict ice rule. If the three-in, one-out defects of the last section are allowed with \(w=0.055\) eV, lines can end inside the lattice, and periodic strips 10 to 12 vertices wide give a mixed fraction near 1.7% at 115 K, about ten times larger.

**Above the transition.** A finite-size estimate of \(\phi\) is \(\ln Z(12,12)-2\ln Z(11,12)+\ln Z(11,11)\). This combination cancels terms proportional to the edge lengths and a constant. It gives 0.0222 at 130 K, between the bounds 0.0213 and 0.0427 of (3), and 0.155 at 200 K, between 0.135 and 0.270. These values lie nearer the lower bound, but they are estimates for small lattices and still rise with size. At 130 K the estimate reaches 0.0223 on a \(17\times17\) lattice, and the exact Bethe-ansatz solution gives 0.0226, about 0.0004 above the \(12\times12\) value; at 200 K it gives 0.155.

**Freezing by a field.** Take a rough saturation polarization of 5 µC/cm² and a rough volume of 97 Å³ per formula unit. Their product gives \(d=0.303\,e\,\text{Å}\), with \(e\) the elementary charge. At 125 K, (5) gives

\[
dE_f=k(3\ \text{K})\ln2=1.79\times10^{-4}\ \text{eV},\qquad
E_f=\frac{1.79\times10^{-4}}{0.303}\ \text{V/Å}
\approx0.06\ \text{MV/cm}.
\]

The required field rises by about 0.02 MV/cm per kelvin. It would reach a rough breakdown field of 0.2 MV/cm about 10 K above \(T_c\). This estimate assumes that the applied field equals the field acting on each dipole. In the crystal that assumption is not safe: the unscreened Lorentz field \(P/(3\varepsilon_0)\), with \(\varepsilon_0\) the vacuum permittivity, is already about 0.19 MV/cm when the polarization \(P\) is one percent of saturation. The fields above therefore describe the model and do not predict the behaviour of a sample.

## The real crystal and the ice rule

The square lattice idealizes a three-dimensional crystal, and the real polarization does not jump at once to saturation. Several neglected effects are large. The unscreened Lorentz-field energy, \(dP/(3\varepsilon_0)\) with \(P\) the saturation polarization and \(\varepsilon_0\) the vacuum permittivity, is 0.057 eV, or 7.8 times \(\epsilon\). Electronic screening changes this value, but its size suggests that the fitted \(\epsilon\) should not be read as a bare local bond energy. Replacing hydrogen by deuterium raises the Curie temperature to roughly 220 K, a shift of 80% relative to 122 K. The model contains neither the hydrogen mass nor the bond geometry, so it can describe this shift only by refitting \(\epsilon\), and it does not explain it.

The ice rule is also approximate. Suppose a vertex with three arrows in and one out, or the reverse, costs a finite energy \(w\). There are eight such vertices. With a rough \(w=0.055\) eV, their single-vertex weight at \(T_c\), relative to the six allowed vertices, is

\[
\frac{8e^{-w/kT_c}}{2+4\times\frac12}\approx0.011 .
\]

This 1% estimate ignores correlations, but any finite \(w\) removes strict freezing. Starting from a ferroelectric state, choose about \(MN/2\) edges that share no vertices. Reversing any one of them creates two defects and costs \(2w\), independently of the others. Keeping only these configurations gives

\[
\phi\ge\tfrac12\ln\!\left(1+e^{-2\beta w}\right)>0
\]

at every nonzero temperature. Complete freezing thus depends on the strict ice rule, which forbids local excitations of the ferroelectric state and forces each line to run from boundary to boundary.

All numerical values are calculated from the stated model.
